# Compensating one 1-2-1 density filter at eight cells per wavelength

## Problem

A one-dimensional particle-in-cell simulation stores the electron density $n_j$ at nodes $x_j=j\,\Delta x$ of a uniform periodic grid. To reduce particle noise, the density is filtered once:

$$f_j=\frac{n_{j-1}+2n_j+n_{j+1}}{4}.$$

The filter also weakens density structure that should be kept. A second stencil, the compensator, is to undo this weakening at long wavelengths:

$$g_j=a f_{j-1}+b f_j+c f_{j+1}.$$

Its constant weights must meet three demands: the total charge is unchanged, a long wave is not displaced, and the combined response has no loss proportional to the square of the wavenumber $k$.

(a) Find $a$, $b$ and $c$, and show that they are unique.

(b) Find the response of the filter alone and of both passes together, and compare them at eight cells per wavelength.

(c) Apply the result to a ripple of amplitude 10 % on an electron density of $10^{10}\ \mathrm{cm^{-3}}$, with an electron temperature of 3 eV and $\Delta x=0.1$ mm. Determine what the compensator does and does not repair in the computed field, and what it does to noise and to a sharp edge.

The response of a stencil is the factor by which it multiplies the wave $e^{ikx_j}$. The phase advance per cell is $\theta=k\,\Delta x$. With $N$ cells per wavelength, $\theta=2\pi/N$, so eight cells give $\theta=\pi/4=0.7854$.

## First estimate by scaling

The filter leaves half of the content of a node in place and moves a quarter to each neighbour. The mean square displacement is therefore

$$\sigma^2=\tfrac14\Delta x^2+\tfrac14\Delta x^2=\tfrac12\Delta x^2.$$

Averaging a cosine over small symmetric displacements $u$ multiplies it by $\langle\cos ku\rangle\approx1-k^2\sigma^2/2$. The estimated loss is

$$\frac{k^2\sigma^2}{2}=\frac{\theta^2}{4}=0.154 .$$

A compensator that cancels this loss must have a response of about $1+\theta^2/4$. The product is then

$$\left(1-\frac{\theta^2}{4}\right)\left(1+\frac{\theta^2}{4}\right)=1-\frac{\theta^4}{16},$$

which suggests a remaining loss of $0.024$. This second estimate is less secure than the first. Each factor also has a $\theta^4$ term of its own, which was dropped although it is of the same order as the result. The exact responses will show whether those terms matter.

## Exact solution

### The filter

For $n_j=e^{ikx_j}$ the neighbours are $n_{j\pm1}=e^{\pm i\theta}n_j$. The filter response is therefore

$$F=\frac{e^{-i\theta}+2+e^{i\theta}}{4}=\frac{1+\cos\theta}{2}=\cos^2\frac{\theta}{2}.$$

It is real and never negative, so the filter reduces the amplitude of a wave without displacing or inverting it. Its expansion is

$$F=1-\frac{\theta^2}{4}+\frac{\theta^4}{48}+O(\theta^6).$$

### The compensator

The same substitution gives

$$C=ae^{-i\theta}+b+ce^{i\theta}=b+(a+c)\cos\theta+i(c-a)\sin\theta .$$

To second order in $\theta$, the combined response is

$$FC=\left(1-\frac{\theta^2}{4}\right)\left[(a+b+c)+i(c-a)\theta-\frac{a+c}{2}\theta^2\right]+O(\theta^3).$$

The three demands act on successive powers of $\theta$:

- A uniform density must be unchanged, which also preserves the periodic sum. Hence $a+b+c=1$.
- A displacement would appear as a phase proportional to $\theta$. Its absence requires $c=a$.
- The $\theta^2$ coefficient, after use of the first condition, is $-\tfrac14-\tfrac12(a+c)$. It vanishes if $a+c=-\tfrac12$.

These are three independent linear equations for three weights, with the single solution

$$a=c=-\frac14,\qquad b=\frac32,$$

$$g_j=\frac{-f_{j-1}+6f_j-f_{j+1}}{4}.$$

The negative side weights subtract part of what the filter spread to the neighbours. All three weights are now fixed, so none is free to remove the quartic loss as well.

The demand for no displacement is essential to uniqueness. Suppose that only the magnitude of the response were prescribed. With $a+b+c=1$ and $d=c-a$,

$$|C|^2=1+\left[d^2-(a+c)\right]\theta^2+O(\theta^4),$$

while $|F|^2=1-\theta^2/2+O(\theta^4)$. The quadratic loss in magnitude then vanishes whenever $d^2-(a+c)=\tfrac12$. The choice $d=\tfrac12$ gives $a+c=-\tfrac14$ and the weights $(-\tfrac38,\tfrac54,\tfrac18)$. This stencil shifts a long wave by half a cell. At $\theta=\pi/4$ its phase is

$$\arctan\frac{\tfrac12\sin\theta}{\tfrac54-\tfrac14\cos\theta},$$

which, divided by $\theta$, is a shift of 0.405 cells. It removes the quadratic loss of amplitude at the price of putting the charge in the wrong place.

### The two responses

Define $s=\sin^2(\theta/2)=(1-\cos\theta)/2$. The filter response is $F=1-s$. For the symmetric compensator,

$$C=\frac32-\frac12\cos\theta=1+\frac{1-\cos\theta}{2}=1+s.$$

The combined response is therefore

$$FC=(1-s)(1+s)=1-s^2=1-\sin^4\frac{\theta}{2}.$$

The compensator squares the fractional loss: $s$ becomes $s^2$. Because $s$ rises from 0 to 1 as $\theta$ goes from 0 to $\pi$, the combined response falls steadily from 1 to 0. It amplifies no wave on the grid.

At $\theta=\pi$, two cells per wavelength, the density alternates in sign from node to node. The compensator alone would double this wave, since $C=2$. The filter has $F=0$ there, so the product vanishes and the erased wave is not recovered. Used without its filter, the compensator would amplify every non-uniform wave, and the shortest most.

### Eight cells per wavelength

With $\cos(\pi/4)=\sqrt2/2$,

$$F=\frac{2+\sqrt2}{4}=0.8536,\qquad s=\frac{2-\sqrt2}{4}=0.1464.$$

Squaring the loss gives

$$s^2=\frac{6-4\sqrt2}{16}=\frac{3-2\sqrt2}{8}=0.0214,$$

$$FC=\frac{5+2\sqrt2}{8}=0.9786.$$

The filter removes 14.6 % of the amplitude; both passes together remove 2.1 %. The loss falls by the factor $s/s^2=1/s=6.83$.

The same result can be followed at a crest of unit height. Both neighbours have the value $0.7071$, so the filtered crest is $(0.7071+2+0.7071)/4=0.8536$. The filtered neighbours are $0.8536\times0.7071=0.6036$. The compensated crest is then $(-0.6036+6\times0.8536-0.6036)/4=0.9786$.

Other wavelengths show where the compensator helps:

| Cells per wavelength | $F$ | $FC$ |
|---:|---:|---:|
| 2 | 0.0000 | 0.0000 |
| 4 | 0.5000 | 0.7500 |
| 8 | 0.8536 | 0.9786 |
| 16 | 0.9619 | 0.9986 |
| 32 | 0.9904 | 0.9999 |

A compensated wave with eight cells loses less than a filtered wave with sixteen. At four cells the compensated loss is still 25 %, so the cancellation of the quadratic term does not make such a short wave accurate.

## Comparison of estimate and exact result

The scaling estimates were losses of 15.4 % and 2.38 %; the exact losses are 14.6 % and 2.14 %. Relative to the exact losses, the estimates are too large by 5 % and 11 %. Both differences follow from one factor,

$$S=\left[\frac{\sin(\theta/2)}{\theta/2}\right]^2=0.9496,$$

because $s=(\theta^2/4)S$ and $s^2=(\theta^4/16)S^2$. Since $S<1$ for $0<\theta\le\pi$, both estimates lie above the true losses throughout this range.

The doubtful step in the second estimate can now be judged. From $F+C=2$,

$$C=1+\frac{\theta^2}{4}-\frac{\theta^4}{48}+O(\theta^6).$$

The separate quartic terms of $F$ and $C$ have opposite signs and cancel in the product. What remains at this order is $-(\theta^2/4)^2=-\theta^4/16$. The estimate therefore had the correct leading coefficient, although the scaling argument alone could not establish it.

## The ripple in a discharge model

### Density and potential

The density and temperature are roughly those of a low-pressure, capacitively coupled discharge. With $T_e=3$ V denoting the electron temperature divided by the elementary charge $e$, and $n_0=10^{10}\ \mathrm{cm^{-3}}$ the mean electron density, the Debye length is

$$\lambda_D=\sqrt{\frac{\varepsilon_0T_e}{en_0}}=0.129\ \mathrm{mm}.$$

The cell is thus $0.78\lambda_D$. The wavelength is 0.8 mm and $k\lambda_D=1.01$. The ripple is a prescribed snapshot on a uniform, fixed ion background; its later motion is not considered.

If the ripple on the grid has amplitude $1.000\times10^9\ \mathrm{cm^{-3}}$, the filter reduces it to $0.854\times10^9\ \mathrm{cm^{-3}}$ and the compensator brings it back to $0.979\times10^9\ \mathrm{cm^{-3}}$. The mean density is unchanged.

Now let $\delta n=10^9\ \mathrm{cm^{-3}}$ be the amplitude of the continuous density, before deposition on the grid. In the continuum, Poisson's equation gives the potential and field amplitudes

$$\phi_0=\frac{e\,\delta n}{\varepsilon_0k^2}=0.293\ \mathrm{V},\qquad E_0=k\phi_0=23.0\ \mathrm{V/cm}.$$

### Losses outside the filter

Linear deposition averages the density with the weight $1-|u|$, where $u$ is the distance from the node in cells. Integration by parts gives its response:

$$2\int_0^1(1-u)\cos(\theta u)\,du=\frac{2}{\theta}\int_0^1\sin(\theta u)\,du=\frac{2(1-\cos\theta)}{\theta^2}=S.$$

The ripple therefore reaches the grid with 95.0 % of its amplitude, before any filtering. This 5 % loss exceeds the 2.1 % left by the compensated filter.

The potential is found from the three-point Poisson equation

$$-\frac{\phi_{j+1}-2\phi_j+\phi_{j-1}}{\Delta x^2}=\frac{\rho_j}{\varepsilon_0},$$

where $\rho_j$ is the charge density. For a wave, the left side is $2(1-\cos\theta)\phi_j/\Delta x^2=k^2S\phi_j$. The solver thus divides the potential by $S$, which cancels the deposition factor at the nodes. Without a filter the nodal potential amplitude is 0.293 V, as in the continuum. With the filter it is 0.250 V, and with both passes 0.287 V.

The field has two further losses. The centred difference $E_j=-(\phi_{j+1}-\phi_{j-1})/(2\Delta x)$ replaces $k$ by $\sin\theta/\Delta x$, a factor $\sin\theta/\theta=0.9003$. Linear interpolation from nodes to particles spreads each nodal value with the same weight $1-|u|$. The Fourier component of the interpolated field at the original $k$ is therefore multiplied by another $S$. Without any filter, the field factor is

$$\frac{\sin\theta}{\theta}S=0.9003\times0.9496=0.855.$$

The field amplitudes on the particles, at the original wavelength, are:

| Case | Field (V/cm) |
|---|---:|
| Continuum | 23.0 |
| Grid, no filter | 19.7 |
| Grid, filtered | 16.8 |
| Grid, compensated | 19.3 |

The compensated field is 2.1 % below the unfiltered grid field, but 16 % below the continuum field. The compensator repairs most of the filter loss and leaves the differencing and interpolation losses untouched. At this resolution, those losses dominate the remaining field error.

### Noise

Restoring amplitude also restores some noise. Consider independent particles placed uniformly at random, with a mean of $M=100$ per cell and a Poisson-distributed total number. Linear deposition correlates neighbouring nodes. The covariance of the relative density is $1/M$ times the overlap of two deposition weights:

$$2\int_0^1(1-u)^2du=\frac23,\qquad \int_0^1u(1-u)\,du=\frac16,$$

for the same node and for adjacent nodes; it is zero farther apart. A stencil with weights $h_m$ therefore gives the variance

$$\frac1M\left[\frac23\sum_m h_m^2+\frac13\sum_m h_mh_{m+1}\right].$$

The two passes together have the weights $(-1,4,10,4,-1)/16$, found by convolving the two stencils. The brackets are

- no filter: $\tfrac23$;
- filter: $\tfrac23\cdot\tfrac38+\tfrac13\cdot\tfrac14=\tfrac13$;
- both passes: $\tfrac23\cdot\tfrac{134}{256}+\tfrac13\cdot\tfrac{72}{256}=\tfrac{85}{192}$.

The corresponding standard deviations are 8.16 %, 5.77 % and 6.65 % of the mean density. A simulation of 1500 random particle sets on 64 cells gave 8.18 %, 5.80 % and 6.67 %, each with a sampling error of about 0.02 percentage points.

For the ripple at eight cells, the ratio of amplitude to noise at a node is $8.54/5.77=1.48$ after the filter and $9.79/6.65=1.47$ after both passes. The common deposition factor $S$ is left out of both. The near equality belongs to this wavelength. The compensator raises the noise by the fixed factor $\sqrt{(85/192)/(1/3)}=1.15$, whereas it raises the amplitude by $C=1+s$, which is also 1.15 at eight cells. For much longer waves $C$ is close to 1, and the ratio falls by about 13 %; at four cells $C=1.5$, and the ratio rises. These figures assume independent particles. In a running simulation the fields correlate them: Debye shielding suppresses the long-wave part of the noise. At $\Delta x=0.78\lambda_D$ this lowers the three noise levels by roughly a fifth to a third and raises the compensator's noise factor to about 1.2, so the near equality at eight cells no longer holds. The figures also describe density noise only. Field noise is weighted toward long waves, and the filter reduces it much less.

### Sharp edges and real discharges

The negative outer weights matter where the density changes abruptly. Let the density be zero for $j<0$ and one for $j\ge0$. Adding the weights that reach the occupied side gives, from $j=-2$ to $j=2$,

$$-\frac1{16},\quad\frac3{16},\quad\frac{13}{16},\quad\frac{17}{16},\quad1.$$

The result undershoots zero and overshoots the plateau by 6.25 % of the plateau density. A negative value must not be passed to a formula that requires a positive density. The filter alone has no negative weights and cannot produce one from a positive density. It carries $\tfrac14$ of a cell's content across the edge, while both passes carry a net $\tfrac3{16}-\tfrac1{16}=\tfrac18$.

A real discharge breaks the periodic assumption: it has electrodes, and sheaths in which the electron density falls strongly. The one-cell step above is a severe model of a sheath edge; a fall spread over several cells contains less short-wave structure, which reduces the undershoot but need not remove it. A linear ramp over $m$ cells still undershoots by $1/(16m)$ of the plateau. A density falling by a constant factor $r$ per cell is multiplied by $1-(r-2+1/r)^2/16$, which is negative for $r>3+2\sqrt2\approx5.83$. At the two nodes nearest an electrode, the combined stencil reaches outside the plasma, and a boundary rule is needed. If a uniform density ended at the wall as in the step above, with every node counting as a full cell, and the outside values were discarded only after both passes, the net loss would be $\tfrac18$ of a cell's content per wall. Discarding them after each pass would change the loss to $\tfrac1{16}$, so the boundary rule must state when it is applied. The density and temperature used here are rough typical values, whereas the 10 % ripple is a chosen amplitude. None of them alters $F$ or $FC$, which depend on $k\,\Delta x$ alone. The density and the ripple fraction set the size of the potential and field at a given wavelength; the density and the temperature set the Debye length, with which the cell size must be compared.
